# Near-Equilibrium Channel Transmission from Two Coupled One-Way Fluxes, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the flux balances to the transmission

### A channel one backscattering path long

Let carriers move along a line between a source at $x=0$ and a drain at $x=L$. While a carrier travels a short distance $dx$, it has the probability $dx/\lambda$ of being turned round, whichever way it is going. The length $\lambda$ is the backscattering path. Take the special case $L=\lambda$, let the source inject one unit of flux, and let the drain inject nothing. What fraction of the injected carriers leaves through the drain?

The fraction that crosses without being turned at all is $e^{-L/\lambda}=e^{-1}$, a little more than one third. This is not yet the answer, because a carrier that has been turned twice is again on its way to the drain. Carriers turned four, six or more times also contribute.

There is no need to add up these histories. Let $F^+(x)$ be the flux towards the drain and $F^-(x)$ the flux towards the source, both counted as positive numbers. Try the straight lines

$$
F^+(x)=1-\frac{x}{2\lambda},\qquad F^-(x)=\frac12-\frac{x}{2\lambda}.
$$

They meet the conditions at the ends: $F^+(0)=1$, and $F^-(\lambda)=0$. Their difference is $\tfrac12$ at every point. In a slice of thickness $dx$ the forward flux loses $F^+dx/\lambda$ by backscattering and gains $F^-dx/\lambda$ from backward carriers that are turned forward. The net loss is

$$
(F^+-F^-)\frac{dx}{\lambda}=\frac{dx}{2\lambda},
$$

which is the amount by which the assumed line falls over $dx$. The backward flux, followed in its own direction of travel, gains the same amount, so its line is consistent too. At the drain $F^+(\lambda)=\tfrac12$. Half of the carriers are transmitted and half return to the source.

This case contains the mechanism of the general result. The attenuation of the forward flux is proportional to the difference of the two fluxes, and this difference is the same everywhere. The forward flux therefore falls linearly, not exponentially.

### What the fluxes count, and what is assumed

For a general channel, $F^+$ and $F^-$ are numbers of carriers crossing a section per unit time; for a sheet they are taken per unit width. Both are non-negative. The net particle flux towards the drain is

$$
J=F^+-F^-.
$$

The contacts fix the two incoming fluxes,

$$
F^+(0)=F_L,\qquad F^-(L)=F_R .
$$

The outgoing fluxes $F^-(0)$ and $F^+(L)$ are unknown and have to be found. Giving one condition at each end expresses the assumption that a contact absorbs every carrier that reaches it and injects a flux of its own, independent of what it absorbs.

The other assumptions are these.

- The state is steady, and carriers are neither created nor lost in the channel.
- Probabilities are added, not quantum amplitudes. Interference between waves reflected by different scatterers is left out.
- One number $\lambda$, independent of position and energy, describes the backscattering of either flux.
- The channel is close to equilibrium, in a sense made precise below.

The third assumption also says that the reversal probability of a carrier does not depend on its past. For motion on a line with memoryless scattering this can hold strictly. For motion in a plane it is an approximation, because carriers with different angles travel different distances while they advance by $dx$. The size of that error is found in the second half.

### Balance in a slice

Consider the slice between $x$ and $x+dx$. Forward carriers enter it at $x$ and leave it at $x+dx$. The forward flux on leaving equals the flux on entering, minus the part turned back, plus the part of the backward flux that is turned forward:

$$
F^+(x+dx)=F^+(x)-\frac{dx}{\lambda}F^+(x)+\frac{dx}{\lambda}F^-(x).
$$

Terms of order $dx^2$, which describe carriers turned twice within the slice or the small change of $F^-$ across it, vanish after division by $dx$ in the limit $dx\to0$. This gives

$$
\frac{dF^+}{dx}=-\frac{F^+}{\lambda}+\frac{F^-}{\lambda}. \tag{1}
$$

Backward carriers enter at $x+dx$ and leave at $x$. Their balance is therefore

$$
F^-(x)=F^-(x+dx)-\frac{dx}{\lambda}F^-(x)+\frac{dx}{\lambda}F^+(x).
$$

Move $F^-(x+dx)$ to the left and divide by $-dx$. The left side becomes $[F^-(x+dx)-F^-(x)]/dx$, and both terms on the right change sign:

$$
\frac{dF^-}{dx}=\frac{F^-}{\lambda}-\frac{F^+}{\lambda}. \tag{2}
$$

The right-hand sides of (1) and (2) are equal. The sign in (2) can look wrong at first, since backscattering removes carriers from $F^-$ and yet $F^-/\lambda$ appears with a plus. The reason is the direction of travel. A backward flux that weakens as it moves towards smaller $x$ is a flux that increases with $x$.

### Why the two backscattering rates are equal

Equal rates have so far been assumed. Equilibrium shows when this is right. Let the rate per unit length for turning forward carriers back be $\xi$, and that for turning backward carriers forward be $\xi'$. The derivation of the balances is unchanged except for these names:

$$
\frac{dF^+}{dx}=\frac{dF^-}{dx}=-\xi F^++\xi'F^-. \tag{3}
$$

In equilibrium no net flux crosses any section, so $F^+=F^-=F_{\rm eq}(x)$. Inserting this in (3) gives

$$
\frac{dF_{\rm eq}}{dx}=(\xi'-\xi)F_{\rm eq}. \tag{4}
$$

If the potential energy $U$ of a carrier does not depend on $x$, neither does the equilibrium flux. The left side of (4) is zero, and since $F_{\rm eq}$ is not zero,

$$
\xi=\xi'=\frac1\lambda .
$$

Symmetric backscattering is thus a requirement of equilibrium in a channel with a flat band edge.

If $U$ varies with $x$, the rates differ. For a dilute carrier gas at uniform temperature, the equilibrium density is proportional to $e^{-U/kT}$, where the $T$ in the product $kT$ is the temperature and not the transmission. The mean speed does not depend on position, so $F_{\rm eq}\propto e^{-U/kT}$ as well. Differentiation gives $dF_{\rm eq}/dx=-(dU/dx)F_{\rm eq}/kT$, and comparison with (4) yields

$$
\xi'-\xi=-\frac{1}{kT}\frac{dU}{dx}. \tag{5}
$$

Where $U$ falls towards the drain, the right side is positive. A backward carrier is then climbing, and it is turned more readily than a forward carrier. The rates in (5) include this turning by the field as well as turning by scatterers.

The equilibrium argument fixes the rates in equilibrium. Near equilibrium means that the fluxes depart from their equilibrium values by small amounts proportional to the bias. A change of the rates is itself at least of first order in the bias. In a flat band it multiplies the flux difference, which is also of first order, provided the two rates remain equal. The product is then of second order and is dropped. In a plane this proviso fails: a net flux changes the angles of forward and backward carriers in opposite ways, and the two rates differ at first order. There $\lambda$ is an effective length, chosen in the second half to give the right diffusion coefficient. A small bias that tilts the band makes $\xi'-\xi$ a first-order quantity, and this multiplies the full equilibrium flux. That term has to be kept, and it is treated in the second half.

### Solving the equations

Subtract (2) from (1). The right-hand sides cancel, hence

$$
\frac{d}{dx}(F^+-F^-)=0,
$$

and $J$ is constant. This is conservation of carriers: whatever leaves one flux enters the other. Equation (1) can now be written as

$$
\frac{dF^+}{dx}=-\frac{F^+-F^-}{\lambda}=-\frac{J}{\lambda}.
$$

The right side is constant, so integration from the source, where $F^+=F_L$, gives

$$
F^+(x)=F_L-\frac{Jx}{\lambda},\qquad F^-(x)=F^+(x)-J=F_L-J-\frac{Jx}{\lambda}. \tag{6}
$$

Only $J$ is still unknown. The condition $F^-(L)=F_R$ determines it:

$$
F_R=F_L-J-\frac{JL}{\lambda}
\quad\Longrightarrow\quad
J\left(1+\frac{L}{\lambda}\right)=F_L-F_R .
$$

Multiplying by $\lambda$ and dividing by $\lambda+L$ gives

$$
J=T\,(F_L-F_R),\qquad \boxed{T=\frac{\lambda}{\lambda+L}} . \tag{7}
$$

To see that $T$ is the transmission of the channel, set $F_R=0$. The flux that reaches the drain is then $F^+(L)=J=TF_L$, and the flux that returns to the source is $F^-(0)=F_L-J=(1-T)F_L$. The reflection is therefore

$$
R=1-T=\frac{L}{\lambda+L}. \tag{8}
$$

With both contacts injecting, the net flux is the difference of two streams, each transmitted with the same probability $T$.

### Reading the profiles

As an example take $L/\lambda=1.5512$, the value for the channel worked out in the second half. Then $T=1/2.5512=0.3920$. Let the source inject $F_L=1$ and the drain $F_R=0.6$. The net flux is

$$
J=0.3920\times(1-0.6)=0.1568 .
$$

At the source, $F^-(0)=1-0.1568=0.8432$. In the middle, $F^+=1-0.1568\times1.5512/2=0.8784$ and $F^-=0.7216$. At the drain, $F^+(L)=1-0.1568\times1.5512=0.7568$ and $F^-(L)=0.6000$, as required. A numerical solution of the boundary-value problem reproduces these profiles.

Both fluxes fall by the same amount, $JL/\lambda=0.2432$, along the channel. This is less than the difference $F_L-F_R=0.4$ set by the contacts. The remainder is $J$ itself. It is the part of the driving difference that is needed even when nothing scatters.

### Short and long channels

For $L\ll\lambda$, expansion of (7) gives

$$
T=\frac{1}{1+L/\lambda}\simeq1-\frac{L}{\lambda}.
$$

A carrier is turned at most once to this order, and each turned carrier returns to the source. The channel is nearly ballistic.

For $L\gg\lambda$, the $1$ in the denominator is small compared with $L/\lambda$, and

$$
T\simeq\frac{\lambda}{L}.
$$

The flux is inversely proportional to the length, as in diffusion. This estimate cannot be carried into short channels, where it exceeds one. Its ratio to the full result is $(\lambda/L)/T=1+\lambda/L$, so its error relative to $T$ is $\lambda/L$. Ten backscattering paths are needed to bring that error down to one tenth.

### Joining two channels

The same result can be understood through repeated reflections. Put channel 1 in front of channel 2, with transmissions $T_1,T_2$ and reflections $R_i=1-T_i$. A carrier that has passed channel 1 may pass channel 2 at once. It may instead be reflected by 2, then by 1, and try again. Each such round trip has the probability $R_2R_1$. The total transmission is the geometric sum

$$
T_{12}=T_1T_2\left[1+R_1R_2+(R_1R_2)^2+\cdots\right]=\frac{T_1T_2}{1-R_1R_2}.
$$

Take the reciprocal and subtract one:

$$
\frac{1}{T_{12}}-1=\frac{1-(1-T_1)(1-T_2)-T_1T_2}{T_1T_2}
=\frac{T_1+T_2-2T_1T_2}{T_1T_2}.
$$

Dividing term by term gives

$$
\frac{1}{T_{12}}-1=\left(\frac1{T_1}-1\right)+\left(\frac1{T_2}-1\right). \tag{9}
$$

When reflection does not depend on a carrier's past, the quantity that adds when channels are joined is $1/T-1=R/T$. According to (7) it equals $L/\lambda$, and lengths do add. For motion in a plane the addition is only approximate, because the angles at which carriers leave one part affect their reflection in the next. An exponential law $T=e^{-L/\lambda}$ would correspond to $T_{12}=T_1T_2$. That keeps the first term of the series and discards all carriers that were reflected between the two parts.

### Reversals and collisions on a line

The path $\lambda$ is not in general the mean path between collisions. Let carriers on a line collide after a mean path $\ell$, and let each collision choose the new direction at random, forward or backward with probability one half. The probability of a collision in $dx$ is $dx/\ell$, but only half of the collisions reverse the motion. The reversal probability is $dx/(2\ell)$, so

$$
\lambda=2\ell\qquad\text{(line, isotropic collisions)}. \tag{10}
$$

This can be tested without the flux equations, by following individual carriers from collision to collision and counting those that reach the drain. With 400000 carriers for each length, the counted transmissions are

| $L/\lambda$ | random walk | $\lambda/(\lambda+L)$ | standard error |
|---|---|---|---|
| 0.3000 | 0.7680 | 0.7692 | 0.0007 |
| 1.5512 | 0.3941 | 0.3920 | 0.0008 |
| 4.0000 | 0.1998 | 0.2000 | 0.0006 |

The middle entry differs from the formula by between two and three standard errors. That is a rather large chance deviation, though within the 4.5 standard errors allowed in the test. The deviations do not share a sign. The walks thus support (7) and (10) at the level of about half a percent of $T$; they do not establish finer agreement.

## Second half: mean free path, conductance and limits of validity

### Symbols and results carried over

The forward and backward fluxes $F^+$ and $F^-$ are both positive, and $J=F^+-F^-$ is the net flux towards the drain. The source at $x=0$ injects $F_L$ and the drain at $x=L$ injects $F_R$. With a flat band edge, either flux is turned into the other with probability $1/\lambda$ per unit length, and

$$
\frac{dF^+}{dx}=\frac{dF^-}{dx}=-\frac{J}{\lambda},\qquad
J=T(F_L-F_R),\qquad T=\frac{\lambda}{\lambda+L}.
$$

If the potential energy $U(x)$ varies, the rates $\xi$ (forward to backward) and $\xi'$ (backward to forward) differ. For a dilute gas they satisfy $\xi'-\xi=-(dU/dx)/kT$, and both fluxes obey $dF^\pm/dx=-\xi F^++\xi'F^-$. The letter $T$ alone denotes transmission; in the product $kT$ it denotes temperature.

### The diffusion coefficient contained in the model

Let $v$ be the mean forward speed of the forward-moving carriers, meaning the average of the velocity component along $x$. The two-flux model gives backward carriers the same mean speed in their own direction. In a plane a net flux makes the two speeds slightly different, but far from the contacts the deviations are opposite and cancel in the total density to first order. The densities of the two groups are then $F^+/v$ and $F^-/v$, and the total density is

$$
n=\frac{F^++F^-}{v}.
$$

Differentiate, and use the fact that each flux has the slope $-J/\lambda$:

$$
\frac{dn}{dx}=-\frac{2J}{v\lambda}
\quad\Longrightarrow\quad
J=-\frac{v\lambda}{2}\frac{dn}{dx}.
$$

This is Fick's law with

$$
D=\frac{v\lambda}{2},\qquad \lambda=\frac{2D}{v}. \tag{11}
$$

No condition on $L/\lambda$ was used. Within the two-flux model Fick's law holds inside a short channel as well as a long one. What changes in a short channel is the share of the density difference that is lost in steps at the contacts. Just inside the source the density is

$$
n(0)=\frac{F_L+F^-(0)}{v}=\frac{2F_L-J}{v},
$$

whereas a source in equilibrium with itself has density $2F_L/v$. There is a step of $J/v$. At the drain, $F^+(L)=F_R+J$ gives $n(L)=(2F_R+J)/v$, which lies above $2F_R/v$ by another $J/v$. Diffusion theory with these steps left out gives $\lambda/L$ in place of $\lambda/(\lambda+L)$.

For a flat channel near equilibrium, the two-flux balances give the transmission $T=\lambda/(\lambda+L)$, and the backscattering path is tied to the diffusion coefficient by $\lambda=2D/v$. It remains to find $\lambda$ for motion in a plane, to obtain the conductance at small bias, and to see where the model becomes inaccurate.

All numerical values are calculated from the stated model.
